# Curl's relation between the g shift and the spin-rotation tensor

## Curl's relation and its first-order corrections

Suppose the rotational fine structure of an open-shell molecule is fitted with one tensor and its Zeeman splittings with another, both free. When spin-orbit mixing with excited electronic states dominates both tensors, the two sets of parameters describe the same admixture. Treating them as independent then discards a check on each fit and a way to estimate one tensor from the other. Curl's relation connects the two tensors. It follows from second-order perturbation theory, and it leaves out certain first-order terms, which must be known before the relation can be trusted.

### Conventions and the two tensors

Hartree atomic units are used, with the Bohr magneton equal to $1/2$ and electron charge $-1$. The molecule is rigid and nonlinear, with principal moments of inertia $I_a$ and rotational constants $B_a=1/(2I_a)$. The magnetic field is $\boldsymbol{\mathcal B}$. The electronic ground state $|0\rangle$ is orbitally nondegenerate and has spin $S>0$. Repeated indices are summed in Hamiltonians, including the index on $B_a$; in relations between tensor elements $a$ and $b$ are fixed. The tensors are defined by

$$H_Z=\tfrac12\,\mathcal B_a g_{ab}S_b,\qquad
H_{SR}=\tfrac12\,\epsilon_{ab}(N_aS_b+S_bN_a). \tag{1}$$

The first index belongs to the field or the rotation, the second to the spin. The g shift is $\Delta g_{ab}=g_{ab}-g_e\delta_{ab}$, with $g_e$ the free-electron value.

The total angular momentum is $\mathbf J=\mathbf R+\mathbf L+\mathbf S$, where $\mathbf R$ belongs to the nuclei and $\mathbf L$ to the electronic orbital motion about the nuclear centre of mass. With $\mathbf N=\mathbf J-\mathbf S$ we have $\mathbf R=\mathbf N-\mathbf L$. All components are taken along the body axes. There $J_a$ commutes with $L_b$ and $S_b$, but its own commutators have reversed sign, $[J_a,J_b]=-i\varepsilon_{abc}J_c$. Therefore

$$[N_a,L_b]=0,\qquad [N_a,S_b]=-[S_a,S_b]=-i\varepsilon_{abc}S_c . \tag{2}$$

The second commutator is the reason for the symmetrised product in (1).

### Two perturbations with the same orbital operator

The nuclei carry the rotational kinetic energy $\sum_a R_a^2/(2I_a)$. Since $N_a$ and $L_a$ commute,

$$H_{rot}=\sum_a B_a(N_a-L_a)^2
=\sum_a B_a\left(N_a^2-2N_aL_a+L_a^2\right). \tag{3}$$

The first term is the rigid rotor. The last does not contain $\mathbf N$ and, to leading order, only shifts electronic energies. The middle term couples rotation to orbital motion. The magnetic field couples to the same operator, so the two perturbations are

$$V_{rot}=-2B_aN_aL_a,\qquad V_{mag}=\tfrac12\mathcal B_aL_a . \tag{4}$$

The spin enters through spin-orbit coupling, $\sum_i\mathbf h(i)\cdot\mathbf s(i)$. The operators in (4) commute with $\mathbf S^2$, so in a cross term with spin-orbit coupling the excited states $|n\rangle$ must have the same total spin $S$ as the ground state. Between two multiplets of equal $S$, the Wigner–Eckart theorem makes the matrix elements of any spin vector proportional to those of $\mathbf S$. Hence

$$\langle n,M|\sum_i h_b(i)s_b(i)|0,M'\rangle
=\langle n|h_b|0\rangle\,\langle M|S_b|M'\rangle , \tag{5}$$

which defines the spatial element $\langle n|h_b|0\rangle$. For a single electron it is the ordinary matrix element of $h_b$. With closed shells present the sign can differ: when an electron is excited from a doubly occupied orbital into the singly occupied one, the element defined by (5) is, for a doublet, minus the ordinary one (with the phase of $|n\rangle$ chosen so that $\langle n|L_a|0\rangle$ is the ordinary orbital element), and that contribution to the g shift changes sign. For a high-spin state with $S>\tfrac12$ a single excitation carries in addition the factor $1/(2S)$.

Without a field the spatial functions can be chosen real. Both $L_a$ and $h_b$ are Hermitian and purely imaginary, so their matrices are antisymmetric. Their ground-state expectation values vanish, and

$$\langle0|L_a|n\rangle\langle n|h_b|0\rangle
=\langle0|h_b|n\rangle\langle n|L_a|0\rangle , \tag{6}$$

because both factors change sign when their indices are exchanged. These products are real. Define

$$\Lambda_{ab}=\sum_{n\ne0}
\frac{\langle0|L_a|n\rangle\langle n|h_b|0\rangle}{E_0-E_n}. \tag{7}$$

### Elimination of the electronic sum

For two perturbations $V_1$ and $V_2$, the part of the second-order effective Hamiltonian linear in each is

$$H_{12}=\sum_{n\ne0}\frac{\langle0|V_1|n\rangle\langle n|V_2|0\rangle
+\langle0|V_2|n\rangle\langle n|V_1|0\rangle}{E_0-E_n}. \tag{8}$$

Rotational and spin splittings are neglected in the denominators, since they are small compared with the electronic gaps. Take $V_1=V_{mag}$ and $V_2=h_bS_b$. By (6) the two terms of (8) are equal, so

$$H_{12}=\tfrac12\mathcal B_aS_b\,(2\Lambda_{ab})
=\mathcal B_a\Lambda_{ab}S_b . \tag{9}$$

Comparison with $\tfrac12\mathcal B_a\Delta g_{ab}S_b$ gives

$$\Delta g^{(2)}_{ab}=2\Lambda_{ab}. \tag{10}$$

Now take $V_1=V_{rot}$. The order of $N_a$ and $S_b$ differs between the two terms of (8), while by (6) their spatial factors are the same:

$$H_{12}=-2B_a\Lambda_{ab}(N_aS_b+S_bN_a). \tag{11}$$

Matching this to (1) requires $\tfrac12\epsilon_{ab}=-2B_a\Lambda_{ab}$, so

$$\epsilon^{(2)}_{ab}=-4B_a\Lambda_{ab}. \tag{12}$$

Eliminating $\Lambda_{ab}$ between (10) and (12) gives

$$\boxed{\Delta g^{(2)}_{ab}=-\frac{\epsilon^{(2)}_{ab}}{2B_a}} \tag{13}$$

This is the leading-order identity behind Curl's relation. The relation as it is used, $\Delta g_{ab}\approx-\epsilon_{ab}/(2B_a)$, puts the complete tensors in place of their second-order parts, and that replacement is the approximation.

The physical content is visible in (4). To leading order the molecule turns with angular velocity $\omega_a=N_a/I_a=2B_aN_a$, and the electrons feel $-\omega_aL_a$. A magnetic field gives $+\tfrac12\mathcal B_aL_a$. Rotation thus acts on the orbital motion like a field $\mathcal B_a=-2\omega_a$, and the induced orbital moment acts on the spin in the same way in both cases.

In a linear molecule the nuclei have no angular momentum about the axis, so (13) applies to the perpendicular component. In a $\Sigma$ state, with spin-rotation energy $\gamma\,\mathbf N\cdot\mathbf S$, it reads $\Delta g_\perp=-\gamma/(2B)$. As an example, let one electron occupy $p_\sigma$, with the $p_\pi$ pair higher by $\Delta$ and $\mathbf h=A\mathbf L$. The operator $L_x$ takes $p_\sigma$ into one $p_\pi$ orbital with a coefficient of unit modulus. Thus $\Lambda_\perp=-A/\Delta$, and

$$\Delta g_\perp=-\frac{2A}{\Delta},\qquad \gamma=\frac{4AB}{\Delta}. \tag{14}$$

### The first-order terms left out

Terms of order $\alpha^2$, with $\alpha$ the fine-structure constant, also contribute through plain expectation values. They are written here for one unpaired electron with potential energy $V=\sum_KV_K$ in the field of the nuclei at $\mathbf R_K$. In these small terms the spin g factor is taken as 2. The starting point is the Pauli Hamiltonian with kinetic momentum $\boldsymbol\pi=\mathbf p+\mathbf A$, where $\mathbf A=\tfrac12\boldsymbol{\mathcal B}\times\mathbf r$.

**Mass correction to g.** From $(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=\pi^2+2\mathbf s\cdot\boldsymbol{\mathcal B}$, the relativistic kinetic term $-\tfrac{\alpha^2}{8}(\boldsymbol\sigma\cdot\boldsymbol\pi)^4$ contains the cross term

$$-\frac{\alpha^2}{8}\,2\,p^2\,(2\mathbf s\cdot\boldsymbol{\mathcal B})
=-\alpha^2T\,\mathbf s\cdot\boldsymbol{\mathcal B},\qquad T=\frac{p^2}{2}. \tag{15}$$

Setting its expectation value equal to $\tfrac12\mathcal B_a\Delta g_{ab}s_b$ gives

$$\Delta g^{mass}_{ab}=-2\alpha^2\langle T\rangle\delta_{ab}. \tag{16}$$

**Gauge correction to g.** In a field the spin-orbit energy is $\tfrac{\alpha^2}{2}\mathbf s\cdot(\nabla V\times\boldsymbol\pi)$. Its part containing $\mathbf A$ is $\tfrac{\alpha^2}{4}\mathbf s\cdot[\nabla V\times(\boldsymbol{\mathcal B}\times\mathbf r)]$. The same comparison, with $\mathbf e_a$ the unit vector along axis $a$, gives

$$\Delta g^{gauge}_{ab}=\frac{\alpha^2}{2}
\left\langle[\nabla V\times(\mathbf e_a\times\mathbf r)]_b\right\rangle . \tag{17}$$

With several electrons, the two-electron part of the spin-orbit operator also contains momenta, and replacing these by $\boldsymbol\pi$ adds two-electron gauge terms.

**Moving nuclei in the spin-rotation tensor.** The electric field of nucleus $K$ at the electron is $\nabla V_K$, because the electron charge is $-1$. A nucleus with velocity $\mathbf u_K$ produces the magnetic field $\alpha^2\mathbf u_K\times\nabla V_K$. The spin energy in this field is

$$\alpha^2\mathbf s\cdot(\mathbf u_K\times\nabla V_K)
=-\alpha^2\mathbf s\cdot(\nabla V_K\times\mathbf u_K). \tag{18}$$

For rotation $\mathbf u_K=\boldsymbol\omega\times\mathbf R_K$ with $\omega_a=2B_aN_a$. The coefficient of $N_as_b$ is therefore

$$\epsilon^{nuc}_{ab}=-2B_a\alpha^2\sum_K
\left\langle[\nabla V_K\times(\mathbf e_a\times\mathbf R_K)]_b\right\rangle . \tag{19}$$

Curl's relation omits (16), (17) and (19). The first two belong to $\Delta g$, the third to $\epsilon$. Adding them to their tensors and using (13) gives the error of the relation at this order:

$$\begin{aligned}
\Delta g_{ab}+\frac{\epsilon_{ab}}{2B_a}={}&-2\alpha^2\langle T\rangle\delta_{ab}\\
&+\frac{\alpha^2}{2}\sum_K\left\langle[\nabla V_K\times(\mathbf e_a\times(\mathbf r-2\mathbf R_K))]_b\right\rangle .
\end{aligned} \tag{20}$$

The right side has no reason to vanish. The relation is justified when the second-order part is much larger than these terms, as happens with strong spin-orbit coupling and a low excited state. The coupling must still be small compared with the gap, or second-order theory itself fails.

The coefficients of (16) and (17) can be checked on a 1s electron bound to a unit charge, where $\langle T\rangle=1/2$ and $\langle1/r\rangle=1$. The second-order part vanishes because $L_a|0\rangle=0$. For $V=-1/r$ and $a=b=z$, the bracket in (17) is $(r^2-z^2)/r^3$, whose mean is $\tfrac23\langle1/r\rangle$. The sum is $-\alpha^2+\alpha^2/3=-\tfrac23\alpha^2=-35.50\times10^{-6}$. The g factor computed from the Dirac wavefunction gives the same shift to the digits shown.

### The origin of the orbital angular momentum

In (3) the origin of $\mathbf L$ is fixed at the nuclear centre of mass. In the Zeeman term it is a choice of gauge. If the gauge origin moves by $\mathbf d$, then $\mathbf L\to\mathbf L-\mathbf d\times\mathbf p$. Write $X_a=(\mathbf d\times\mathbf r)_a=\mathbf r\cdot(\mathbf e_a\times\mathbf d)$. Since $\mathbf p=i[H_0,\mathbf r]$, we have $\langle0|(\mathbf d\times\mathbf p)_a|n\rangle=i(E_0-E_n)\langle0|X_a|n\rangle$. The energy denominator in (7) cancels and the sum over states closes:

$$\delta\Delta g^{(2)}_{ab}=-2\,\mathrm{Re}\,i\langle X_ah_b\rangle
=-i\langle[X_a,h_b]\rangle . \tag{21}$$

Let $\mathbf h=\tfrac{\alpha^2}{2}\nabla W\times\mathbf p$, where $W$ may differ from the binding potential because other electrons screen the two differently. With $[X_a,\mathbf p]=i\,\mathbf e_a\times\mathbf d$,

$$\delta\Delta g^{(2)}_{ab}=\frac{\alpha^2}{2}
\left\langle[\nabla W\times(\mathbf e_a\times\mathbf d)]_b\right\rangle . \tag{22}$$

In (17), with $W$ in place of $V$, the replacement $\mathbf r\to\mathbf r-\mathbf d$ produces the opposite change. The sum of the two parts is therefore independent of origin, while the second-order part alone need not be. A second-order g shift inserted in (13) must refer to the nuclear centre of mass.

### Example with strong spin-orbit coupling

None of the first-order terms is included in this first model, so it tests (13) alone. One electron occupies a p shell with $\mathbf h=A\mathbf L$ and $A=0.001\,E_h$. Along the orbital axes $x',y',z'$ the energies are 0.10, 0.15 and 0 $E_h$, so the ground orbital is $p_{z'}$. The molecule is planar and lies in the $yz$ plane. Its orbital axes are turned by $30^\circ$ within that plane, and $(B_x,B_y,B_z)=(2,3,6)\times10^{-5}\,E_h$.

The operator $L_{x'}$ connects $p_{z'}$ to $p_{y'}$, and $L_{y'}$ connects it to $p_{x'}$. From (10),

$$\Delta g_{x'x'}=-\frac{2(0.001)}{0.15}=-0.01333,\quad
\Delta g_{y'y'}=-\frac{2(0.001)}{0.10}=-0.02000, \tag{23}$$

and $\Delta g_{z'z'}=0$. Turning the axes gives $\Delta g_{yy}=-0.02\cos^2 30^\circ=-0.0150$, $\Delta g_{zz}=-0.02\sin^2 30^\circ=-0.0050$ and $\Delta g_{yz}=\Delta g_{zy}=-0.02\sin30^\circ\cos30^\circ=-0.00866$. The two off-diagonal spin-rotation elements then follow from (13):

$$\begin{aligned}
\epsilon_{yz}&=2(3\times10^{-5})(0.00866)=5.20\times10^{-7}\,E_h,\\
\epsilon_{zy}&=2(6\times10^{-5})(0.00866)=1.04\times10^{-6}\,E_h .
\end{aligned} \tag{24}$$

A symmetric g shift thus goes with an unsymmetric $\epsilon$, because each row carries its own rotational constant.

Diagonalising the complete Hamiltonian of rotor, orbital and spin, and reducing it to the form (1), gives $5.22\times10^{-7}$ and $1.044\times10^{-6}\,E_h$, or about 3435 and 6869 MHz. The g tensor of the nonrotating molecule comes from a separate diagonalisation. In both reductions the effective basis is chosen to have the largest overlap with products of the ground orbital and the spin (and rotor) functions. A choice is needed: a small rotation of the effective spin basis preserves the form (1) and every energy level but shifts $\epsilon_{yz}$ and $\epsilon_{zy}$, so the levels alone do not fix these two elements separately. The relation (13) is not invariant under this rotation. Turning the spin basis by a small angle $\theta$ about $x$ shifts $-\epsilon_{yz}/(2B_y)$ and $-\epsilon_{zy}/(2B_z)$ by opposite amounts of size $\theta$, but shifts $\Delta g_{yz}$ and $\Delta g_{zy}$ by about $g_e\theta$, twice as much. An angle of only 0.002 rad would thus spoil the relation by about $0.002/0.015\approx13\%$ of the largest g shift. For the separate off-diagonal elements (13) holds only in the basis named above; the sum $\epsilon_{yz}/B_y+\epsilon_{zy}/B_z$ and the symmetric part of $\Delta g$ are unchanged to first order in $\theta$ apart from terms of size $\theta\,\Delta g$. Over all elements, $-\epsilon_{ab}/(2B_a)$ from the rotating molecule differs from $\Delta g_{ab}$ of the nonrotating one by at most 0.42% of the largest $|\Delta g_{ab}|$. Dividing $A$ and all $B_a$ by four reduces this to 0.105%, as expected for neglected terms of relative size $A/\Delta$ and $B/\Delta$, where $\Delta$ is an electronic gap.

For comparison, a kinetic energy of $1\,E_h$ would give a mass correction of $-2\alpha^2=-1.07\times10^{-4}$, about 0.8% of $\Delta g_{xx}$ in magnitude.

### Example with weak spin-orbit coupling

The second model includes the first-order terms. One electron moves in a plane around two softened Coulomb centres, $V_K=-q_K/\sqrt{|\mathbf r-\mathbf R_K|^2+1}$ (softening length 1 bohr), with charges $q_K$ of 2 and 1, at $x=-1$ and $x=+1$ bohr. The numbers below belong to this softening and separation. Each nucleus has mass 20000 electron masses, so $I=40000$ and $B=1/(2I)=1.25\times10^{-5}\,E_h$. Field, rotation axis and spin are normal to the plane.

For this geometry the bracket in (17) becomes $\mathbf r\cdot\nabla V$. In a bound stationary state $\langle[H_0,\mathbf r\cdot\mathbf p]\rangle=0$, which gives $\langle\mathbf r\cdot\nabla V\rangle=2\langle T\rangle$. The gauge correction is then $+\alpha^2\langle T\rangle$ and the mass correction $-2\alpha^2\langle T\rangle$. With $\langle T\rangle=0.3079\,E_h$ and $\alpha^2=53.25\times10^{-6}$ they are $16.40\times10^{-6}$ and $-32.79\times10^{-6}$. The second-order part is $0.26\times10^{-6}$, so

$$\Delta g=(0.258+16.397-32.794)\times10^{-6}\approx-16.14\times10^{-6}. \tag{25}$$

The rotating state with $N=1$ gives $\epsilon^{(2)}=-6.461\times10^{-12}\,E_h$, in agreement with the value $-6.460\times10^{-12}\,E_h$ from (13). The moving nuclei contribute far more, $\epsilon^{nuc}=4.172\times10^{-10}\,E_h$. Hence

$$-\frac{\epsilon}{2B}=-\frac{4.108\times10^{-10}}{2.5\times10^{-5}}
=-16.43\times10^{-6}. \tag{26}$$

The complete tensors satisfy Curl's relation to within 2%, although the second-order parts from which it was derived are a small fraction of both. The agreement comes from the first-order terms: $-16.40\times10^{-6}$ in $\Delta g$ against $-16.69\times10^{-6}$ in $-\epsilon/(2B)$. Their difference, $0.29\times10^{-6}$, is larger than the whole second-order shift.

This near-cancellation is not a general law. Let both centres approach the rotation axis, with the nuclear masses raised so that $B$ stays small compared with the electronic gaps; $\epsilon^{nuc}/(2B)$ does not depend on the masses. The softened gradients stay finite while $\mathbf R_K\to0$, so $\epsilon^{nuc}/(2B)$ tends to zero by (19). The ground state becomes circularly symmetric, $L_z|0\rangle=0$, and the second-order parts vanish too. What remains is $\Delta g\to-\alpha^2\langle T\rangle$ against $-\epsilon/(2B)\to0$, and Curl's relation fails completely. Agreement between measured tensors is therefore no proof that the second-order mechanism dominates; that requires an estimate of (16), (17) and (19).

The same model shows the dependence on origin. With a spin-orbit field from charges 8 and 2 and an unchanged binding potential, moving the gauge origin by 1.5 bohr along $x$ changes the second-order shift from $4.95\times10^{-6}$ to $17.47\times10^{-6}$. Its sum with the gauge correction stays at $61.42\times10^{-6}$, as (22) requires. The numerical output below lists the remaining tensor elements.

## Computed values

```
MODEL (a): p shell in a planar asymmetric rotor
orbital energies, own axes x' y' z' (Eh): [0.1  0.15 0.  ]
tilt in yz plane (degree): 30.0
spin-orbit constant A (Eh): 0.0010
rotational constants Bx By Bz (Eh): [2.e-05 3.e-05 6.e-05]
element | dg sum over states | dg full | -eps/(2B) full
xx: -0.013333 -0.013500 -0.013462
   eps_xx: 5.3847e-07 Eh = 3543.0 MHz
yy: -0.015000 -0.015102 -0.015071
   eps_yy: 9.0426e-07 Eh = 5949.8 MHz
zz: -0.005000 -0.005086 -0.005023
   eps_zz: 6.0275e-07 Eh = 3965.9 MHz
yz: -0.008660 -0.008674 -0.008702
   eps_yz: 5.2210e-07 Eh = 3435.2 MHz
zy: -0.008660 -0.008674 -0.008700
   eps_zy: 1.0440e-06 Eh = 6869.3 MHz
largest deviation / largest |dg|: 0.00421
same with A and B divided by 4: 0.00105
CHECK: one-electron Coulomb 1s state, unit charge
g shift, Dirac (1e-6): -35.501
g shift, mass + gauge terms (1e-6): -35.501
MODEL (b): planar electron, two soft centres
charges (e): (2.0, 1.0)  positions (bohr): (-1.0, 1.0)
softening (bohr): 1.0; nuclear mass (m_e): 20000
rotational constant B (Eh): 1.2500e-05
ground energy (Eh): -1.56119
first excitation energy (Eh): 0.51909
mean kinetic energy (Eh): 0.30792
alpha^2 (1e-6): 53.251
dg second order (1e-6): 0.2584
dg gauge correction (1e-6): 16.3968
dg mass correction (1e-6): -32.7939
dg total (1e-6): -16.1388
second order + gauge, finite field (1e-6): 16.6552
eps second order, N=1 state (Eh): -6.4609e-12
eps second order, from -2B dg (Eh): -6.4597e-12
eps first order, moving nuclei (Eh): 4.1722e-10
eps total (Eh): 4.1076e-10
-eps_total/(2B) (1e-6): -16.4303
dg total minus that (1e-6): 0.2916
GAUGE ORIGIN: spin-orbit charges (e): (8.0, 2.0)
origin shift along x (bohr): 1.5
second order before, after (1e-6): 4.951 17.467
with gauge term before, after (1e-6): 61.424 61.424
```
